\section*{Representing Master-Equation Rates by Troe, Logarithmic and Chebyshev Forms}

\section{The decision}

A reactor simulation needs a dissociation rate $k(T,p)$ at every time step, and a master equation is too slow to be solved there. It must be solved beforehand at selected temperatures and pressures and replaced by a formula. The decision is which formula to store, and what the simulation should do when it leaves the fitted range.

A simple choice is to store Arrhenius expressions at decade pressures, interpolate $\ln k$ linearly in $\ln p$, and hold the end value outside. This is logarithmic pressure interpolation, called PLOG here. For the model below it errs by up to 8\% inside the range and by a factor of 94 two decades below it. These are separate faults with separate cures. To see them, we need some properties of the rate being fitted.

\section{What the master equation guarantees}

Divide the energy of one well into grains $i$ with equilibrium populations $f_i$, $\sum_i f_i=1$. Let $w_{ij}$ be the probability per collision of going from $i$ to $j$, $k_i$ the dissociation rate, and $\omega=Z[M]$ the collision frequency, with $[M]=p/(k_BT)$. The populations $N_i$ obey
\begin{equation}
\dot N_i=\omega\sum_j(w_{ji}N_j-w_{ij}N_i)-k_iN_i .
\end{equation}
Detailed balance is $f_iw_{ij}=f_jw_{ji}$. Put $N_i=f_ix_i$, use $w_{ji}f_j=f_iw_{ij}$, and divide by $f_i$:
\begin{equation}
\dot x_i=-(Mx)_i,\qquad
(Mx)_i=\omega\sum_jw_{ij}(x_i-x_j)+k_ix_i .
\end{equation}
The smallest eigenvalue of $M$ is the long-time decay rate $k$. It serves as a rate coefficient when it is well separated from the relaxation eigenvalues.

Multiply by $f_ix_i$ and sum. In the collision term, exchange the labels $i,j$ and average the two equal expressions. Since $f_iw_{ij}$ is symmetric,
\begin{equation}
\sum_i f_ix_i(Mx)_i
=\omega a(x)+\kappa(x),
\end{equation}
\begin{equation}
a=\tfrac12\sum_{ij}f_iw_{ij}(x_i-x_j)^2,\qquad
\kappa=\sum_if_ik_ix_i^2 .
\end{equation}
Thus $k$ is the minimum of $\omega a+\kappa$ over vectors with $\sum_if_ix_i^2=1$. Four facts follow at fixed $T$.

First, the trial vector $x_i=1$ has $a=0$ and gives $k\le\sum_if_ik_i=k_\infty$. Second, restricting $x$ to vanish above threshold makes $\kappa=0$. The minimum is then the rate $k_0[M]$ at which bound molecules are first carried over the threshold, so $k\le k_0[M]$.

Third, $k$ is concave in $p$, because it is a minimum of functions linear in $\omega\propto p$. It vanishes at $p=0$. Fourth, at the minimum a change of $x$ makes no first-order contribution, so $dk/d\omega=a$ and
\begin{equation}
S\equiv\frac{d\ln k}{d\ln p}
=\frac{\omega a}{\omega a+\kappa},\qquad 0\le S\le1 .
\label{slope}
\end{equation}

The high-pressure limit has a closed form. With $k(E)=W^\ddagger(E-E_0)/[h\rho(E)]$, where $W^\ddagger$ counts transition-state levels and $\rho$ is the density of states of the well, the density cancels in the thermal average:
\begin{align}
k_\infty&=\frac{e^{-E_0/k_BT}}{hQ}\int_0^\infty
W^\ddagger(\epsilon)e^{-\epsilon/k_BT}\,d\epsilon\notag\\
&=\frac{k_BT}{h}\frac{Q^\ddagger}{Q}e^{-E_0/k_BT}.
\end{align}
The second line is an integration by parts. The derivative of $W^\ddagger$ is the transition-state density of states, whose Boltzmann integral is $Q^\ddagger$. The threshold $E_0$ includes the zero-point energies.

\section{The model and its reliable solution}

The example is a model molecule without rotation. Its vibrations are 420, 610, 790, 930, 1030, 1210, 1470, 2950 and 3010 cm$^{-1}$. Those of the transition state are 210, 330, 710, 890, 1190, 1430, 2970 and 3030 cm$^{-1}$. The threshold is 20000 cm$^{-1}$, the energy ceiling 50000 cm$^{-1}$, and $Z=4\times10^{-10}$ cm$^3$/s. Harmonic levels are counted in 10 cm$^{-1}$ bins and collected in grains of $\delta=250$ cm$^{-1}$. In $W^\ddagger$ half of the current bin is counted, as in the trapezoidal rule, so that the grained high-pressure limit matches the closed form.

For $i\ne j$ the collision kernel is
\begin{equation}
w_{ij}=\tanh\!\left(\frac{\delta}{2\alpha}\right)
e^{-|E_i-E_j|/\alpha}\min\!\left(1,\frac{f_j}{f_i}\right),
\end{equation}
with $\alpha=300(T/300\,\mathrm K)^{0.8}$ cm$^{-1}$. Multiplication by $f_i$ gives $\min(f_i,f_j)$, so detailed balance holds. With $r=e^{-\delta/\alpha}$, the sum of $r^{|n|}$ over all integers is $(1+r)/(1-r)=\coth(\delta/2\alpha)$. The prefactor therefore keeps the total transfer probability at or below one.

At low temperature an ordinary diagonalization can lose the small eigenvalue. At 600 K and 1 bar, $\omega\simeq4.8\times10^9$ s$^{-1}$. Multiplied by the double-precision machine epsilon, $2.2\times10^{-16}$, it gives $10^{-6}$ s$^{-1}$, which exceeds the rate sought. Dense diagonalization indeed returns about $3\times10^{-7}$ s$^{-1}$, a value set by rounding whose digits change with the routine used, whereas the method below gives $2.5\times10^{-8}$ s$^{-1}$. The product of $\omega$ and epsilon is a rough scale, not a bound. The largest $k_i$ is about $3\times10^{12}$ s$^{-1}$ and sets the matrix norm; at $10^{-4}$ bar the dense error can be near $10^{-7}$ s$^{-1}$ although that product is only $10^{-10}$ s$^{-1}$.

The cure is to solve $My=b$ with $b_i\geq0$ without subtractions. Write $q_{ij}=\omega w_{ij}$. Eliminate the highest remaining grain $n$, with $s_n=\sum_{j<n}q_{nj}+k_n$:
\begin{equation}
y_n=\frac{b_n+\sum_{j<n}q_{nj}y_j}{s_n}.
\end{equation}
Insertion into row $i<n$ gives a system of the same form with
\begin{align}
q'_{ij}&=q_{ij}+\frac{q_{in}q_{nj}}{s_n}\quad(j\ne i),\\
k'_i&=k_i+\frac{q_{in}k_n}{s_n},\qquad
b'_i=b_i+\frac{q_{in}b_n}{s_n}.
\end{align}
The diagonal needs no separate update. Its old value minus $q_{in}q_{ni}/s_n$ equals $\sum_{j\ne i,\,j<n}q'_{ij}+k'_i$, because $q_{in}=q_{in}(\sum_{j<n}q_{nj}+k_n)/s_n$. It is rebuilt as a sum of nonnegative terms. Repeated solution of $My=x$, with $y$ rescaled as the next $x$, converges to the slowest mode, and $k=\sum_if_ix_i^2/\sum_if_ix_iy_i$.

A multiprecision test at 600 K, with 1000 cm$^{-1}$ grains, agrees to rounding error. Replacing 250 by 100 cm$^{-1}$ grains at 1200 K and 1 bar changes $k$ by about 0.1\%. The effect depends on the conditions: at 800 K it is about 0.04\% at 100 bar and 0.7\% at 0.01 bar. These shifts are not fully converged: against 50 cm$^{-1}$ grains they are 10 to 15\% larger, the last becoming 0.85\%. Fitting errors much smaller than the grain effect have no physical value, even within the model.

\section{First fault: a straight chord under a curved rate}

The fitted range is 800--1800 K and 0.01--100 bar. Each PLOG row is a modified Arrhenius expression,
\begin{equation}
\ln k(T,p_m)=A_m+n_m\ln T-B_m/T,
\end{equation}
fitted at eight temperatures. Between rows, $\ln k$ is linear in $z=\ln p$.

Suppose first that the node values are exact. Let $g(z)=\ln k$, let $L$ be its chord between $z_a$ and $z_b=z_a+H$, and fix a point $z$ between them. Choose $C$ so that
\begin{equation}
\phi(t)=g(t)-L(t)-C(t-z_a)(t-z_b)
\end{equation}
vanishes at $t=z$. It also vanishes at both nodes. Three zeros imply a point $\xi$ where $\phi''(\xi)=g''(\xi)-2C=0$. Hence
\begin{equation}
g-L=-\tfrac12g''(\xi)(z-z_a)(z_b-z),\qquad
|g-L|\le\frac{H^2}{8}\max|g''| .
\label{chord}
\end{equation}
The product of distances is largest at the midpoint, where it is $H^2/4$.

If $\ln k$ is concave in $\ln p$, the chord lies below the rate. This does not follow from concavity of $k$ in $p$. The function $p/(1+p)+1000p/(10^6+p)$, in dimensionless $p$, is concave, yet its logarithmic slope falls and then rises as the second term takes over. For the present model, concavity in logarithms was tested on the pressure grid and holds there.

At 1200 K the largest curvature is 0.0904. Decade spacing has $H=\ln10=2.303$, so the bound is $0.663\times0.0904=0.060$. The largest observed gap is 0.058. Half-decade spacing reduces it to 0.015, the factor of four expected from $H^2$.

The finer table does not reduce the whole error fourfold. On a separate grid of 13 temperatures and 17 pressures, the maximum error falls from 8.1\% to 3.6\%. Here and below, a maximum in-range error is $100(e^{D}-1)$ per cent, where $D$ is the largest $|\ln(k_{\rm fit}/k_{\rm ME})|$ on that grid. A grid twice as fine in each direction raises the PLOG and Troe maxima by about 0.1 percentage point and the Chebyshev maxima by less than 0.01. The Arrhenius rows themselves have logarithmic errors up to 0.023, which more pressure nodes cannot remove.

\section{Second fault: a held end value}

Integrating $0\le S\le1$ from $p<p_{\min}$ to $p_{\min}$ gives
\begin{equation}
1\le\frac{k(T,p_{\min})}{k(T,p)}\le\frac{p_{\min}}p .
\end{equation}
Holding the end value thus overestimates the rate, by nearly the full pressure ratio when $S$ is near one. At $10^{-4}$ bar the worst fitted ratio is 94, close to the limit of 100. Above the range, holding underestimates: at $10^4$ bar the worst ratio is 0.38. Half-decade nodes give the same results outside, because the end rows are the same.

Continuing the last chord is far milder below the range. Above it the error has the opposite sense and, at $10^4$ bar, is larger than that of holding. For a concave curve the extended chord lies above the curve at both ends. The worst ratios are 2.8 at $10^{-4}$ bar and 4.1 at $10^4$ bar. Neither rule knows the limiting rates.

\section{Putting the limits in: Troe broadening}

Define $P_r=k_0[M]/k_\infty$. The Lindemann expression $k_\infty P_r/(1+P_r)$ joins the two limits. The Troe form multiplies it by $F$ to represent a broader fall-off. With base-ten logarithms,
\begin{align}
\log F&=\log F_c\,\frac{d^2}{d^2+x^2},\\
x&=\log P_r-0.4-0.67\log F_c,\\
d&=0.75-1.27\log F_c-0.14x .
\end{align}
This arrangement avoids division by $d$, which can vanish. The central factor is
\begin{equation}
F_c(T)=(1-A)e^{-T/T_3}+Ae^{-T/T_1}.
\end{equation}
In the first fit, $k_0$ and $k_\infty$ are modified Arrhenius fits to the separately calculated limits. Then $A$, $T_3$ and $T_1$ are fitted to $\ln k$ by least squares at eight temperatures and nine pressures.

At 1200 K and 0.316 bar, the calculated limits are $k_0[M]=301$ s$^{-1}$ and $k_\infty=2144$ s$^{-1}$, so $P_r=0.1404$. The Lindemann rate is
\[
2144\times\frac{0.1404}{1.1404}=264\ \mathrm{s^{-1}} .
\]
The fit has $F_c=0.3914$, hence $\log F_c=-0.407$. Then $x=-0.853-0.400+0.273=-0.980$ and $d=0.750+0.517+0.137=1.404$. Thus $\log F=-0.407\times1.971/(1.971+0.960)=-0.274$ and $F=0.532$. The product is 140 s$^{-1}$. The master equation gives 126.5 s$^{-1}$, which would require $F=0.479$; the fit is 11\% high.

The maximum error inside the range is 19.5\%, larger than that of decade PLOG. Outside, however, the worst ratios are 0.86 at $10^{-4}$ bar and 0.93 at $10^4$ bar. Having both limiting forms built in keeps the error moderate where PLOG fails badly.

The remaining low-pressure deficit comes largely from the slow approach of $F$ to its limit. At 1200 K and $10^{-4}$ bar, $P_r=4.4\times10^{-5}$, and the same formulas give $F=0.87$. Even at the extremes $F$ does not tend to one: as $|x|\to\infty$, $d/x\to-0.14$, so
\begin{equation}
F\to F_c^{\,0.14^2/(1+0.14^2)}=F_c^{\,0.0192}.
\end{equation}
For $F_c=0.391$ this is 0.982. The form misses its nominal limits by about 2\%, a small defect for many uses but a real one.

Freeing all nine parameters lowers the in-range maximum to 6.9\%. The fitted $k_0$ and $k_\infty$ are then no longer tied to the calculated limits. The worst ratio at $10^4$ bar becomes 1.35, instead of 0.93. Better interpolation has been bought with poorer extrapolation to high pressure. Below the range the free fit is slightly the better one, with 1.15 instead of 0.86 at $10^{-4}$ bar. Both fits minimize squared logarithmic errors, not the maximum error, so these percentages are not the smallest attainable with the Troe form.

\section{Freeing the interior: Chebyshev expansion}

If the Troe shape is too rigid, use a flexible product expansion:
\begin{equation}
\log k=\sum_{i=0}^{n_T-1}\sum_{j=0}^{n_p-1}a_{ij}T_i(u)T_j(v),
\end{equation}
where
\begin{align}
u&=\frac{2/T-1/T_{\min}-1/T_{\max}}{1/T_{\max}-1/T_{\min}},\\
v&=\frac{2\log p-\log p_{\min}-\log p_{\max}}
{\log p_{\max}-\log p_{\min}} .
\end{align}
Both variables run from $-1$ to $1$ inside the range.

Take $n$ points $v_m=\cos\theta_m$, $\theta_m=(2m-1)\pi/(2n)$. Since $T_j(\cos\theta)=\cos j\theta$,
\begin{equation}
T_iT_j=\tfrac12\{\cos[(i-j)\theta]+\cos[(i+j)\theta]\}.
\end{equation}
For an integer $0<l<2n$, the geometric sum is
\begin{equation}
\sum_{m=1}^n\cos(l\theta_m)=\frac{\sin(l\pi)}{2\sin(l\pi/2n)}=0 .
\end{equation}
Different polynomials of degree below $n$ are therefore orthogonal on these points. The squared norm is $n$ for degree zero and $n/2$ otherwise. With $N_T=8$ temperatures and $N_p=9$ pressures,
\begin{equation}
a_{ij}=\frac{c_ic_j}{N_TN_p}\sum_{m,l}
\log k(T_m,p_l)\,T_i(u_m)T_j(v_l),
\end{equation}
with $c_0=1$ and $c_{i>0}=2$. Orthogonality also means that dropping high orders leaves the least-squares values of the retained coefficients unchanged.

The maximum errors are 1.6\% for $4\times4$ coefficients, 0.33\% for $5\times5$, and 0.03\% for $7\times7$. The $4\times4$ form has 16 coefficients, against 15 for decade PLOG, and is about five times more accurate by this measure. The $5\times5$ error is already comparable with the grain effect at the conditions quoted earlier (0.04 to 0.7\%), and the $7\times7$ error is below it, so the further gain has little physical value. For this model $5\times5$ is a sensible choice.

The weakness lies outside. Setting $v=\cosh t$ gives $T_j(v)=\cosh(jt)$. At $10^4$ bar, $v=2$ and $T_6=1351$. For a rough estimate, let the in-range error be carried by the first omitted pressure polynomial. For $5\times5$ this gives a logarithmic error of $0.0033\times T_5(2)=0.0033\times362\simeq1.2$. For $7\times7$ it gives $0.0003\times T_7(2)=0.0003\times5042\simeq1.5$. A tenfold improvement inside need bring none outside.

The calculation confirms the trend, though not the size: the logarithmic errors at $10^4$ bar are 0.58 and 0.77, about half the estimates, and part of the in-range $5\times5$ error comes from the truncation in temperature. At $10^4$ bar the worst ratios are 0.56 for $5\times5$ and 2.2 for $7\times7$. One decade outside, the damage is modest: $5\times5$ gives 0.96 at $10^{-3}$ bar, closer than the fixed-limit Troe value of 0.83. At $10^3$ bar the order is already reversed, with 0.89 against 0.95. Two decades outside, the fixed-limit Troe form is the better guide on both sides.

\section{A scheme that respects both regions}

The repair is to use Chebyshev inside the pressure range and a bounded continuation outside. Let $k_-$ and $k_+$ be its values at $p_{\min}$ and $p_{\max}$, and let $[M]_-$ be the density at $p_{\min}$. Concavity with $k=0$ at $p=0$ gives the first lower bound below, and $S\ge0$ gives the second. The upper bounds are the two limiting inequalities found earlier:
\begin{align}
\frac p{p_{\min}}k_-&\le k\le k_0[M] &&(p<p_{\min}),\\
k_+&\le k\le k_\infty &&(p>p_{\max}),
\end{align}
apart from the fitting error in $k_\pm$. Continuous formulas inside these brackets are
\begin{align}
\frac1k&=\frac1{k_0[M]}+\left(\frac1{k_-}-\frac1{k_0[M]_-}\right)
&&(p<p_{\min}),\\
\frac1k&=\frac1{k_\infty}+\frac{p_{\max}}p
\left(\frac1{k_+}-\frac1{k_\infty}\right)
&&(p>p_{\max}).
\end{align}
At the edges they return $k_\pm$; far outside they approach the correct limits. The parentheses must be nonnegative, which should be checked after fitting. With exact edge values and limits, the worst ratios of this continuation to the master equation over 800--1800 K are 1.001 at $10^{-4}$ bar, 1.007 at $10^{-3}$ bar, 1.19 at $10^3$ bar and 1.05 at $10^4$ bar. It is thus far better than the other forms below the range, but at $10^3$ bar it is worse than fixed-limit Troe and than the extrapolated $5\times5$ expansion. The upper bracket is as wide as 2.9, and inside it $k_\infty/k-1$ falls more slowly than the $1/p$ assumed by the formula. Its merit is a guarantee. Apart from fitting errors in the edge values and the limits, its error factor cannot exceed the bracket width, which is $k_0[M]_-/k_-$ below and $k_\infty/k_+$ above. A cut made in the middle of the fall-off leaves a wide bracket. At 1200 K and 0.316 bar the lower one would be $301/126.5=2.4$.

No comparable bracket has been derived for temperature. At 600 K, $u=-2.2$, farther outside than two pressure decades. The worst ratios there are 0.72 for decade PLOG, 0.85 for fixed-limit Troe, 0.60 for $5\times5$ Chebyshev and 0.82 for $7\times7$. At 2200 K, where $u=1.29$, the corresponding values are 1.17, 0.85, 1.04 and 0.99. The order changes from one end to the other, so the sound remedy is to solve the master equation over the temperatures needed.

At the worked point, decade PLOG takes the geometric mean of its neighbouring rows, $\sqrt{55.7\times259.9}=120.3$ s$^{-1}$, 4.9\% below the master equation. The $5\times5$ expansion gives 126.8 s$^{-1}$, 0.2\% above it. The remaining comparisons are in the numerical output.

The ranking belongs to this model, range and choice of nodes. The brackets were derived for one well with detailed balance and a pressure-independent collision kernel. They bound a rate coefficient only when the slowest eigenvalue is well separated. With several wells, an individual channel rate can fall as pressure rises, because collisions can stabilize molecules in an intermediate well before they dissociate. Such a rate needs its own limits before it is continued outside the fitted data.

\section*{Numbers as computed}
\begin{verbatim}
Threshold 20000 cm^-1; grain 250 cm^-1; top 50000 cm^-1
Z = 4.0e-10 cm^3/s; alpha(1200 K) = 909.4 cm^-1
Dense/safe k, 1800 K, 1 bar: 1.832323e+05 / 1.832323e+05 s^-1
Dense/safe k, 600 K, 1 bar: 2.945e-07 / 2.491e-08 s^-1
Multiprecision relative difference, 600 K: 4.4e-16
k change, grain 250 against 100 cm^-1: -0.114 %
1200 K: k0 = 1.57727e-16 cm^3/s; kinf = 2.14431e+03 s^-1
Limit ratios ME/formula: low 0.999998, high 1.000012
Example p = 0.31623 bar; M = 1.90869e+18 cm^-3
Example k0*M = 3.01051e+02 s^-1
Example Pr = 0.14040; k_ME = 1.26480e+02 s^-1
Largest |d2 ln k/d(ln p)2|, 1200 K: 0.09041
Log gap: decade 0.05840, bound 0.05992, half 0.01495
Pressure slope range on test grid: 0.00305 to 0.99673
Largest Arrhenius-row log error: 0.02337
Fixed Troe a, T3/K, T1/K: 0.33595, 545.89, 21428.03
Fixed Fc at 800, 1200, 1800 K: 0.4770 0.3914 0.3334
Troe tail exponent of Fc: 0.01922
PLOG k(1200 K) at 0.1, 1 bar: 5.56655e+01, 2.59856e+02 s^-1
Chebyshev a00, a10, a01, a11: 1.34314 3.92543 1.10420 0.32943
Reduced p at 1e3, 1e4 bar: 1.50, 2.00; T6: 161.0, 1351.0
Method: parameters; max in-range error; example k
Troe, fixed limits: 9; 19.501 %; 1.40178e+02 s^-1
Troe, all free: 9; 6.901 %; 1.32578e+02 s^-1
PLOG decade, held: 15; 8.083 %; 1.20271e+02 s^-1
PLOG decade, line: 15; 8.083 %; 1.20271e+02 s^-1
PLOG half-dec, held: 27; 3.577 %; 1.26115e+02 s^-1
Chebyshev 4x4: 16; 1.574 %; 1.27428e+02 s^-1
Chebyshev 5x5: 25; 0.332 %; 1.26790e+02 s^-1
Chebyshev 7x7: 49; 0.030 %; 1.26504e+02 s^-1
Worst fit/ME ratio over 800-1800 K at 1e-4, 1e-3, 1e3, 1e4 bar
Troe, fixed limits: 0.859 0.832 0.9492 0.9268
Troe, all free: 1.146 1.071 1.206 1.353
PLOG decade, held: 94.35 9.506 0.4989 0.3761
PLOG decade, line: 2.82 1.533 1.647 4.098
PLOG half-dec, held: 94.35 9.506 0.4989 0.3761
Chebyshev 4x4: 0.4682 0.858 0.8079 0.4621
Chebyshev 5x5: 0.762 0.9563 0.8925 0.561
Chebyshev 7x7: 0.5236 0.9142 1.085 2.17
Worst fit/ME ratio over 0.01-100 bar at 600, 2200 K
Troe, fixed limits: 0.8493 0.8498
Troe, all free: 1.242 1.05
PLOG decade, held: 0.7176 1.172
PLOG decade, line: 0.7176 1.172
PLOG half-dec, held: 0.7189 1.172
Chebyshev 4x4: 2.053 1.129
Chebyshev 5x5: 0.5953 1.037
Chebyshev 7x7: 0.8212 0.9859
\end{verbatim}
